# Pair Coupled-Cluster Doubles, AP1roG and Doubly Occupied CI for H4

## Electron pairs in a stretched chain

Consider four hydrogen atoms in a line. As the spacing grows, bonding and antibonding orbitals approach each other in energy, and a single determinant becomes a poor description. A natural improvement keeps the electrons in singlet pairs, two per spatial orbital, but lets the pairs move among the orbitals. Doubly occupied configuration interaction (DOCI) does this by diagonalizing the Hamiltonian in the space of all configurations without singly occupied orbitals. With \(N\) orbitals and \(n_o\) pairs there are \(\binom{N}{n_o}\) of them, a number that grows combinatorially with system size at fixed filling. Can a wavefunction with only \(n_o(N-n_o)\) amplitudes come close, and what does it cost to determine them?

Hartree atomic units and real orthonormal orbitals are used. In the reference \(\Phi_0\), orbitals \(i,j\) are doubly occupied and \(a,b\) are empty; \(p,q,r,s\) denote any orbital. There are \(n_o\) occupied and \(n_v\) empty orbitals. Two-electron integrals are written \((pr|qs)\), with \(p,r\) belonging to one electron, and

\[
J_{pq}=(pp|qq),\qquad K_{pq}=(pq|pq),\qquad J_{pp}=K_{pp}. \tag{1}
\]

## The Hamiltonian for intact pairs

The number of singly occupied orbitals is called the seniority. Let \(P_p^\dagger=a^\dagger_{p\alpha}a^\dagger_{p\beta}\) create a pair, and let \(n_p=P_p^\dagger P_p\), which is 0 or 1 at seniority zero. We need the matrix elements of

\[
H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}
+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pr|qs)\,
a^\dagger_{p\sigma}a^\dagger_{q\tau}a_{s\tau}a_{r\sigma} \tag{2}
\]

between seniority-zero states. A one-electron term must return the electron to its orbital, so it gives \(2h_{pp}n_p\). Three kinds of two-electron term survive:

- If \(r=s\), a whole pair is removed and must be recreated in one orbital, \(p=q\). The two opposite-spin choices cancel the factor \(\tfrac12\), giving \(K_{pr}P_p^\dagger P_r\).
- If \(r\ne s\) with \(p=r,\ q=s\), four spin choices give \(\tfrac12\cdot4J_{rs}n_rn_s=2J_{rs}n_rn_s\).
- If \(r\neq s\) with \(p=s,\ q=r\), only equal spins restore the pairs. Reordering the operators gives a minus sign, and two spin choices give \(-K_{rs}n_rn_s\).

Therefore

\[
H_0=\sum_p2h_{pp}n_p+\sum_{pq}K_{pq}P_p^\dagger P_q
+\sum_{p\ne q}(2J_{pq}-K_{pq})n_pn_q . \tag{3}
\]

The full \(H\) also breaks pairs, but those components vanish on projection onto seniority-zero states. DOCI is the diagonalization of (3).

## The exponential is a product of geminals

Pair coupled-cluster doubles (pCCD) takes

\[
|\Psi\rangle=e^T|\Phi_0\rangle,\qquad
T=\sum_{ia}t_{ia}P_a^\dagger P_i . \tag{4}
\]

The terms of \(T\) commute, because they annihilate only occupied-orbital pairs and create only empty-orbital pairs. Collect them by \(i\) as \(T_i=\sum_at_{ia}P_a^\dagger P_i\). Since \(P_i^2=0\), we have \(T_i^2=0\) and \(e^{T_i}=1+T_i\). Acting on \(\Phi_0=\prod_iP_i^\dagger|0\rangle\), the factor \(1+T_i\) replaces \(P_i^\dagger\) by itself plus the shifted pairs:

\[
|\Psi\rangle=\prod_i\Big(P_i^\dagger+\sum_at_{ia}P_a^\dagger\Big)|0\rangle . \tag{5}
\]

Each bracket creates a two-electron function, a geminal, attached to one reference orbital. Equation (5) is the state called AP1roG, the antisymmetric product of one-reference-orbital geminals. Two geminals cannot put pairs in the same orbital, because \((P_a^\dagger)^2=0\). A configuration with pairs moved from \(i,j\) to \(a,b\) can be reached in two ways, so its coefficient is

\[
t_{ia}t_{jb}+t_{ib}t_{ja}, \tag{6}
\]

the permanent of a \(2\times2\) block of \(t\). Higher coefficients are larger permanents.

The equations for \(t\) also agree. Let \(\Phi_{ia}=P_a^\dagger P_i\Phi_0\). The pCCD equations are \(R_{ia}=\langle\Phi_{ia}|e^{-T}He^T|\Phi_0\rangle=0\). Acting to the left, \(e^{-T}\) can only undo excitations, and from \(\Phi_{ia}\) it reaches only \(\Phi_0\):

\[
\langle\Phi_{ia}|e^{-T}=\langle\Phi_{ia}|-t_{ia}\langle\Phi_0| . \tag{7}
\]

Hence

\[
R_{ia}=\langle\Phi_{ia}|H|\Psi\rangle-t_{ia}\langle\Phi_0|H|\Psi\rangle . \tag{8}
\]

With \(E=\langle\Phi_0|H|\Psi\rangle\), setting (8) to zero gives \(\langle\Phi_{ia}|H|\Psi\rangle=Et_{ia}\), the Schrödinger equation for (5) projected on the single-pair excitations. These are the projected AP1roG equations. The equivalence refers to this projection; minimizing the energy expectation value of (5) is a different procedure.

## The amplitude equations

Let \(E_0=\langle\Phi_0|H|\Phi_0\rangle\). From \(\Phi_0\), the Hamiltonian (3) reaches only single-pair excitations, so

\[
E=E_0+\sum_{jb}K_{jb}t_{jb}. \tag{9}
\]

In \(\langle\Phi_{ia}|H|\Psi\rangle\), the contributing configurations are \(\Phi_0\), \(\Phi_{ia}\) itself, \(\Phi_{ib}\), \(\Phi_{ja}\), and the double-pair excitations, whose coefficients are (6). Let \(\Delta_{ia}=\langle\Phi_{ia}|H|\Phi_{ia}\rangle-E_0\). Inserting (9) into (8) gives

\[
\begin{aligned}
R_{ia}={}&K_{ia}+\Delta_{ia}t_{ia}+\sum_{b\ne a}K_{ab}t_{ib}
+\sum_{j\ne i}K_{ij}t_{ja}\\
&+\sum_{j\ne i,\,b\ne a}K_{jb}(t_{ia}t_{jb}+t_{ib}t_{ja})
-t_{ia}\sum_{jb}K_{jb}t_{jb}.
\end{aligned} \tag{10}
\]

Define \(\alpha_i=\sum_bK_{ib}t_{ib}\) and \(\beta_a=\sum_jK_{ja}t_{ja}\). The restricted sum leaves out row \(i\) and column \(a\), whose common element must be added back once. The part proportional to \(t_{ia}t_{jb}\), combined with the last term, becomes

\[
t_{ia}\Big(\sum_{j\ne i,\,b\ne a}-\sum_{jb}\Big)K_{jb}t_{jb}
=-t_{ia}(\alpha_i+\beta_a)+K_{ia}t_{ia}^2. \tag{11}
\]

The other part is treated in the same way:

\[
\sum_{j\ne i,\,b\ne a}t_{ib}K_{jb}t_{ja}
=(tK^{\mathsf T}t)_{ia}-t_{ia}(\alpha_i+\beta_a)+K_{ia}t_{ia}^2, \tag{12}
\]

where \(K\) in the matrix product is the occupied–empty block. Adding (11) and (12) gives

\[
\begin{aligned}
R_{ia}={}&K_{ia}+\Delta_{ia}t_{ia}+\sum_{b\ne a}K_{ab}t_{ib}
+\sum_{j\ne i}K_{ij}t_{ja}\\
&+(tK^{\mathsf T}t)_{ia}-2t_{ia}(\alpha_i+\beta_a)+2K_{ia}t_{ia}^2=0.
\end{aligned} \tag{13}
\]

The gap follows from the diagonal of (3). Replacing pair \(i\) by pair \(a\) changes the energy by

\[
\Delta_{ia}=2(h_{aa}-h_{ii})+J_{aa}-J_{ii}
+2\sum_{j\ne i}\big[(2J_{aj}-K_{aj})-(2J_{ij}-K_{ij})\big], \tag{14}
\]

where the factor 2 before the sum comes from the two orderings in (3). With \(f_{pp}=h_{pp}+\sum_j(2J_{pj}-K_{pj})\), completing the first sum requires subtracting \(4J_{ia}-2K_{ia}\). Completing the second, which enters with a minus sign, requires adding \(2J_{ii}\). Thus

\[
\Delta_{ia}=2(f_{aa}-f_{ii})-4J_{ia}+2K_{ia}+J_{aa}+J_{ii}. \tag{15}
\]

For one pair and one empty orbital, \(tK^{\mathsf T}t=Kt^2\) and \(\alpha=\beta=Kt\). Equation (13) reduces to \(K+\Delta t-Kt^2=0\), the eigenvalue condition of the \(2\times2\) matrix with diagonal gap \(\Delta\) and coupling \(K\). In this limit pCCD and DOCI agree on the corresponding root.

## Why the cost is cubic

Evaluating \(\sum_{jb}t_{ib}K_{jb}t_{ja}\) separately for every \(i,a\) takes of order \(n_o^2n_v^2\) operations. Forming \(Y_{ij}=\sum_bt_{ib}K_{jb}\) first, and then \(\sum_jY_{ij}t_{ja}\), takes \(2n_o^2n_v\) multiplications. The sums with \(K_{ij}\) and \(K_{ab}\) take \(n_o^2n_v\) and \(n_on_v^2\). Everything else in (13) is quadratic, including \(\alpha\) and \(\beta\). One residual evaluation therefore costs \(O(n_o^2n_v+n_on_v^2)\), which is cubic when both dimensions grow together. For \(n_o=n_v=20\), the program counted 34,400 executed multiplications. The four matrix products account for \(4\cdot20^3=32{,}000\), and six elementwise products for \(6\cdot20^2=2400\).

The solution step can be cubic too. When (13) is differentiated with respect to \(t_{ia}\), the matrix product contributes \(\alpha_i+\beta_a\), the next term \(-2(\alpha_i+\beta_a)-4K_{ia}t_{ia}\), and the last term \(4K_{ia}t_{ia}\). Hence

\[
\frac{\partial R_{ia}}{\partial t_{ia}}=\Delta_{ia}-\alpha_i-\beta_a,
\qquad
t_{ia}\leftarrow t_{ia}-\frac{R_{ia}}{\Delta_{ia}-\alpha_i-\beta_a}. \tag{16}
\]

This iteration is not guaranteed to converge, and it fails if a denominator vanishes. The cubic count applies to each iteration with \(J\) and \(K\) already available. A standard four-index integral transformation costs \(O(N^5)\), and a Newton step with a dense Jacobian is also more expensive than (16).

## Optimizing the orbitals

Restricting the state to intact pairs makes the energy depend on the choice of orbitals. For pCCD, \(t\) must satisfy (13) as the orbitals change. This constraint is handled by multipliers \(z_{ia}\):

\[
\mathcal L=E+\sum_{ia}z_{ia}R_{ia},\qquad
K_{ia}+\sum_{jb}z_{jb}\frac{\partial R_{jb}}{\partial t_{ia}}=0. \tag{17}
\]

The second equation makes \(\mathcal L\) stationary in \(t\), so the response of \(t\) drops out of the orbital derivative. By (8), \(\mathcal L=\langle L|H_0|\Psi\rangle\) with

\[
\langle L|=\Big(1-\sum_{ia}z_{ia}t_{ia}\Big)\langle\Phi_0|
+\sum_{ia}z_{ia}\langle\Phi_{ia}|,\qquad \langle L|\Psi\rangle=1. \tag{18}
\]

Write \(\langle O\rangle=\langle L|O|\Psi\rangle\). Equation (3) then gives

\[
\mathcal L=\sum_p\gamma_ph_{pp}+\sum_{pq}(A_{pq}J_{pq}+B_{pq}K_{pq}), \tag{19}
\]

where \(\gamma_p=2\langle n_p\rangle\), \(A_{pp}=0\), \(B_{pp}=\langle n_p\rangle\), and for \(p\ne q\)

\[
A_{pq}=2\langle n_pn_q\rangle,\qquad
B_{pq}=\tfrac12\langle P_p^\dagger P_q+P_q^\dagger P_p\rangle-\langle n_pn_q\rangle. \tag{20}
\]

Rotate the orbitals by \(\delta\phi_p=\sum_q\phi_q\kappa_{qp}\) with \(\kappa_{pq}=-\kappa_{qp}\). Orbital \(p\) occurs twice in \(h_{pp}\), which gives a factor 2. It also occurs twice in each of \(J_{pr}\) and \(K_{pr}\), and the symmetric double sums contain each role of \(p\) twice, which gives 4. Thus \(\delta\mathcal L=\sum_{qp}X_{qp}\kappa_{qp}\), with

\[
X_{qp}=2\gamma_ph_{qp}+4\sum_rA_{pr}(qp|rr)+4\sum_rB_{pr}(qr|pr). \tag{21}
\]

Antisymmetry of \(\kappa\) gives the gradient \(X_{qp}-X_{pq}\) for \(q>p\). For DOCI the same formula holds with its normalized eigenvector on both sides.

## What separates pCCD from DOCI

Scale the DOCI vector so that its reference coefficient, assumed nonzero, is 1. Let \(t^D_{ia}\) be its single-pair coefficients, and write its double-pair coefficients as

\[
c_{ij}^{ab}=t^D_{ia}t^D_{jb}+t^D_{ib}t^D_{ja}+\delta_{ij}^{ab}. \tag{22}
\]

The DOCI eigenvalue equation projected on \(\Phi_{ia}\) has the form (10), with \(c_{ij}^{ab}\) in place of the permanent. Therefore

\[
R_{ia}(t^D)=-\sum_{j\ne i,\,b\ne a}K_{jb}\delta_{ij}^{ab}. \tag{23}
\]

If this source vanishes, \(t^D\) solves the pCCD equations, and by (9) the energies agree. Otherwise, evaluate \(\mathcal L\) at \(t^D\) with \(z\) from the pCCD solution \(t\). Its value is \(E_{\rm DOCI}+\sum zR(t^D)\). Because \(\mathcal L\) is stationary at \(t\), it also equals \(E_{\rm pCCD}\) up to second order in \(t^D-t\):

\[
E_{\rm pCCD}-E_{\rm DOCI}=\sum_{ia}z_{ia}R_{ia}(t^D)
+O\big((t^D-t)^2\big). \tag{24}
\]

In common orbitals, the difference thus originates in the part of the double-pair coefficients that is not a permanent. Its sign is not fixed, because pCCD solves projected equations and does not minimize an expectation value.

## The H4 chain

The example is an equally spaced linear chain in the 6-31G basis: two pairs in eight orbitals, hence 28 DOCI configurations and 12 pCCD amplitudes. Total energies in hartree, including nuclear repulsion, are:

| Spacing (bohr) | 2 | 3 | 4 |
|---|---:|---:|---:|
| RHF | −2.14631 | −1.96725 | −1.80630 |
| DOCI, optimized | −2.19989 | −2.07748 | −2.01321 |
| pCCD, optimized | −2.19990 | −2.07761 | −2.01338 |
| Full CI | −2.21474 | −2.08981 | −2.01953 |

One amplitude equation can be followed by hand. At 2 bohr in the pCCD orbitals, the largest amplitude is \(t_{ia}=-0.142728\), with \(\Delta_{ia}=1.120459\) hartree, so \(\Delta_{ia}t_{ia}=-0.159921\) hartree. In the order of (13), the terms in hartree are

\[
\begin{aligned}
&0.168221-0.159921-0.004196-0.000166\\
&\quad+0.003984-0.014777+0.006854=-0.000001,
\end{aligned} \tag{25}
\]

which is zero within the rounding of the printed terms. The last digit of \(\Delta_{ia}\) depends on how tightly the orbitals are converged; tighter convergence gives 1.120456 hartree. The coupling \(K_{ia}\) and the gap term nearly balance, and the remaining terms correct this balance. In the optimized pCCD orbitals, iteration (16), started from \(t=0\), brought every residual below \(10^{-10}\) hartree in 10, 13 and 15 steps at the three spacings, and its amplitudes agreed with the Newton solution.

In the DOCI orbitals, pCCD lies below DOCI by 9.3, 121.6 and 162.8 microhartree. Relative to the RHF–DOCI energy difference, the largest of these fractions is about 0.11%, at 3 bohr. The first-order part of (24) predicts 9.3, 121.6 and 162.8 microhartree as well, so the second-order remainder is negligible here. When each method uses its own optimized orbitals, the differences are 9.3, 121.9 and about 167 microhartree.

The largest double-pair coefficients also stay close while the reference loses its dominance. The DOCI weight of the reference falls from 0.96 to 0.56 between 2 and 4 bohr. At 4 bohr the largest double-pair coefficient, relative to the reference, is 0.3336 in DOCI and 0.3351 in pCCD.

At 2 bohr the orbitals matter much more than the choice between these two methods. Canonical RHF orbitals give a DOCI energy of −2.17151 hartree, 28.4 millihartree above the optimized value. In those orbitals pCCD lies 47 microhartree above DOCI, the opposite sign from before. In canonical orbitals this difference grows on stretching, to about 0.5 millihartree at 3 bohr and 2.7 millihartree at 4 bohr, so the agreement with DOCI is much poorer there than in optimized orbitals. In the optimized DOCI orbitals, each occupied orbital has at least 96% of its Löwdin weight on one half of the chain, so the orbitals have localized.

Agreement with DOCI is not agreement with the exact energy in the basis. Optimized DOCI remains above full CI by 14.9, 12.3 and 6.3 millihartree. This error comes from configurations with broken pairs, which DOCI omits and pCCD cannot restore. All these numbers belong to the 6-31G basis and are not converged with respect to it. With p functions added (6-31G**, DOCI orbitals optimized from one start built on the 6-31G solution), full CI falls by about 21, 6 and 1 millihartree. DOCI then lies above full CI by 18.5, 13.3 and 6.5 millihartree, and pCCD lies below DOCI in the DOCI orbitals by about 6.5, 110 and 159 microhartree.

The orbital solutions are local minima, with positive curvature in all rotation directions. At 4 bohr the smallest curvature is only about \(5\times10^{-5}\) hartree, so the energy surface is nearly flat in at least one direction. Of five DOCI starts, 5, 3 and 3 reached the lowest energy found at the three spacings. A single start can therefore miss it, and the calculation does not prove that the lowest solution found is the global minimum.

The numerical check also compares (13) with the full determinant-space definition for three pairs, where triple-pair excitations are present, using random integrals and arbitrary amplitudes.

## Numbers as computed

```
Random test: 3 pairs, 6 orbitals; largest deviations
amplitude equations (model units): 4.4e-16
energy (model units): 4.4e-16
geminal product vs exponential: 2.8e-17
AP1roG vs pCCD equations (model units): 4.4e-16
Multiplications per residual, n_occ = n_virt
  n =  4: 352
  n =  8: 2432
  n = 12: 7776
  n = 16: 17920
  n = 20: 34400
H4 chain, 6-31G, 2 pairs in 8 orbitals
spacing (bohr)                          2.0          3.0          4.0
E RHF (Eh)                        -2.146314    -1.967253    -1.806303
E DOCI, optimized (Eh)            -2.199887    -2.077484    -2.013209
E pCCD, DOCI orbitals (Eh)        -2.199896    -2.077606    -2.013372
E pCCD, own orbitals (Eh)         -2.199896    -2.077606    -2.013377
E full CI (Eh)                    -2.214740    -2.089812    -2.019533
pCCD-DOCI, DOCI orb. (uEh)           -9.345     -121.616     -162.840
  predicted by z.R (uEh)             -9.345     -121.603     -162.809
pCCD-DOCI, each opt. (uEh)           -9.347     -121.921     -167.225
DOCI - full CI (mEh)              14.852543    12.327200     6.324039
DOCI reference weight              0.958183     0.816842     0.561588
largest |t|, DOCI orb.             0.142726     0.326263     0.578864
top double coef., DOCI             0.020252     0.105034     0.333610
top double coef., pCCD             0.020489     0.106473     0.335084
min own-half orb. weight           0.964363     0.985442     0.997156
lowest curvature DOCI (Eh)         0.001993     0.000423     0.000053
lowest curvature pCCD (Eh)         0.001993     0.000423     0.000053
starts at lowest DOCI (of 5)              5            3            3
cubic iterations to 1e-10 Eh             10           13           15
Canonical RHF orbitals, spacing 2 bohr
E DOCI (Eh): -2.171506
E pCCD (Eh): -2.171459
pCCD-DOCI (uEh): 46.992
Largest pCCD amplitude, own orbitals, spacing 2 bohr
t_ia: -0.142728
D_ia (Eh): 1.120459
  K_ia (Eh): 0.168221
  D_ia t_ia (Eh): -0.159921
  sum K_ab t_ib (Eh): -0.004196
  sum K_ij t_ja (Eh): -0.000166
  (t K^T t)_ia (Eh): 0.003984
  -2 t_ia (alpha+beta) (Eh): -0.014777
  2 K_ia t_ia^2 (Eh): 0.006854
  sum of terms (Eh): 2.3e-17
```
